# Mixed-radix Cooley-Tukey factorization and the 5 N log2 N operation count: test program

```python
"""
Result under test: the mixed-radix Cooley-Tukey factorization of
    X[k] = sum_n x[n] exp(sign*2*pi*i*n*k/N),
its operation count (5 N log2 N for radix 2 when each butterfly is charged one
full complex multiplication), and the same count for a 3D transform, where N is
the total number of grid points.
Complex arrays are stored as real arrays with a leading axis (real, imaginary).
Every real addition, subtraction and multiplication of data is counted as done.
Twiddle modes: "charge" multiplies also by unit twiddles within each butterfly
(except output 0), "skip" leaves out all unit twiddles, "none" omits twiddles.
"""
import itertools
from fractions import Fraction
import numpy as np

counter = {"flops": 0}


def tally(result):
    counter["flops"] += result.size
    return result


def plus(a, b):
    return tally(np.add(a, b))


def minus(a, b):
    return tally(np.subtract(a, b))


def times(a, b):
    return tally(np.multiply(a, b))


def complex_times(w_re, w_im, u):
    real = minus(times(w_re, u[0]), times(w_im, u[1]))
    imag = plus(times(w_re, u[1]), times(w_im, u[0]))
    return np.stack([real, imag])


def split(z):
    z = np.asarray(z, dtype=complex)
    return np.stack([z.real, z.imag])


def join(u):
    return u[0] + 1j * u[1]


def prime_dft(u, r, sign):
    """Transform of prime length r along axis 1."""
    if r == 2:
        return np.stack([plus(u[:, 0], u[:, 1]), minus(u[:, 0], u[:, 1])], axis=1)
    half = (r - 1) // 2
    sums = [plus(u[:, j], u[:, r - j]) for j in range(1, half + 1)]
    diffs = [minus(u[:, j], u[:, r - j]) for j in range(1, half + 1)]
    out = np.empty_like(u)
    total = u[:, 0]
    for s in sums:
        total = plus(total, s)
    out[:, 0] = total
    for k in range(1, half + 1):
        even, odd = u[:, 0], None
        for j in range(1, half + 1):
            angle = sign * 2 * np.pi * j * k / r
            even = plus(even, times(np.cos(angle), sums[j - 1]))
            term = times(np.sin(angle), diffs[j - 1])
            odd = term if odd is None else plus(odd, term)
        out[0, k] = minus(even[0], odd[1])
        out[1, k] = plus(even[1], odd[0])
        out[0, r - k] = plus(even[0], odd[1])
        out[1, r - k] = minus(even[1], odd[0])
    return out


def recursive_fft(u, factors, sign, mode):
    """Transform along axis 1 of u with shape (2, N, batch)."""
    if not factors:
        return u
    _, n, batch = u.shape
    r = factors[0]
    m = n // r
    a = prime_dft(u.reshape(2, r, m, batch), r, sign)
    if mode != "none":
        start = 0 if mode == "charge" else 1
        phase = np.outer(np.arange(1, r), np.arange(start, m))
        phase = (sign * 2 * np.pi * phase / n)[:, :, None]
        a[:, 1:, start:] = complex_times(np.cos(phase), np.sin(phase),
                                         a[:, 1:, start:])
    b = a.transpose(0, 2, 1, 3).reshape(2, m, r * batch)
    return recursive_fft(b, factors[1:], sign, mode).reshape(2, n, batch)


def prime_factors(n):
    found, p = [], 2
    while n > 1:
        while n % p == 0:
            found.append(p)
            n //= p
        p += 1
    return found


def fft1(z, factors, sign=-1, mode="skip"):
    z = np.asarray(z, dtype=complex)
    flat = z.reshape(z.shape[0], -1)
    return join(recursive_fft(split(flat), list(factors), sign, mode)).reshape(z.shape)


def fft3(z, sign=-1, mode="skip"):
    for axis in range(3):
        moved = np.moveaxis(z, axis, 0)
        done = fft1(moved, prime_factors(moved.shape[0]), sign, mode)
        z = np.moveaxis(done, 0, axis)
    return z


def counted(function, *args, **kwargs):
    counter["flops"] = 0
    result = function(*args, **kwargs)
    return result, counter["flops"]


def direct_dft(z, sign=-1):
    """The defining sum, with its operations counted."""
    n = len(z)
    phase = sign * 2 * np.pi * np.outer(np.arange(n), np.arange(n)) / n
    terms = complex_times(np.cos(phase), np.sin(phase), split(z)[:, None, :])
    total = terms[:, :, 0]
    for j in range(1, n):
        total = plus(total, terms[:, :, j])
    return join(total)


def point_cost(r):
    """Derived nominal cost per point of one factor r."""
    return Fraction(5) if r == 2 else Fraction(2 * (r - 1) * (r + 4), r)


def nominal_law(n):
    return n * sum((point_cost(r) for r in prime_factors(n)), Fraction(0))


rng = np.random.default_rng(7)


def random_complex(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


# Factorization and counts in one dimension, for every order of the factors
for n in (2, 3, 4, 5, 7, 8, 12, 30, 45, 64, 84, 90):
    z = random_complex(n)
    for sign in (-1, 1):
        reference, direct_count = counted(direct_dft, z, sign)
        assert direct_count == 8 * n * n - 2 * n
        for order in set(itertools.permutations(prime_factors(n))):
            full, charged = counted(fft1, z, order, sign, "charge")
            lean, skipped = counted(fft1, z, order, sign, "skip")
            assert np.max(np.abs(full - reference)) < 1e-10
            assert np.max(np.abs(lean - reference)) < 1e-10
            assert charged == nominal_law(n)
            assert skipped == nominal_law(n) - 6 * (n - 1)

# Composition rule for the count without unit twiddles, for composite parts
for n1, n2 in ((4, 6), (9, 10), (8, 15)):
    t1, t2, t12 = [counted(fft1, random_complex(n), prime_factors(n))[1]
                   for n in (n1, n2, n1 * n2)]
    assert t12 == n2 * t1 + n1 * t2 + 6 * (n1 - 1) * (n2 - 1)

# Radix-2 law
for power in range(1, 13):
    n = 2 ** power
    z = random_complex(n)
    assert counted(fft1, z, [2] * power, -1, "charge")[1] == 5 * n * power
    assert counted(fft1, z, [2] * power)[1] == 5 * n * power - 6 * (n - 1)

# Without twiddles the 15-point scheme becomes a 3 x 5 two-dimensional transform
z = random_complex(15)
bare = fft1(z, [3, 5], -1, "none").reshape(5, 3).T
i3, i5 = np.arange(3), np.arange(5)
two_dim = np.einsum("ka,lb,ab->kl", np.exp(-2j * np.pi * np.outer(i3, i3) / 3),
                    np.exp(-2j * np.pi * np.outer(i5, i5) / 5), z.reshape(3, 5))
assert np.max(np.abs(bare - two_dim)) < 1e-11
assert np.max(np.abs(bare - fft1(z, [3, 5]).reshape(5, 3).T)) > 1e-2

# Three dimensions against the full triple sum
shape = (4, 6, 5)
z = random_complex(*shape)
points = np.array(list(np.ndindex(*shape)))
kernel = np.exp(-2j * np.pi * (points / np.array(shape)) @ points.T)
assert np.max(np.abs(fft3(z).ravel() - kernel @ z.ravel())) < 1e-10

# Three-dimensional count for powers of two
cube = (8, 4, 16)
total = int(np.prod(cube))
bits = total.bit_length() - 1
z = random_complex(*cube)
cube_charged = counted(fft3, z, -1, "charge")[1]
cube_skipped = counted(fft3, z, -1, "skip")[1]
line_charged = counted(fft1, z.ravel(), [2] * bits, -1, "charge")[1]
line_skipped = counted(fft1, z.ravel(), [2] * bits, -1, "skip")[1]
assert cube_charged == line_charged == 5 * total * bits
assert cube_skipped == 5 * total * bits - 6 * sum(total - total // n for n in cube)


def show(values):
    return "  ".join(f"{complex(round(v.real, 4) + 0.0, round(v.imag, 4) + 0.0):.4f}"
                     for v in np.asarray(values, dtype=complex))


# Six-point example, N1 = 2 and N2 = 3
x = np.array([1, 2, 0, -1, 1, 3])
inner = np.array([x[:3] + x[3:], x[:3] - x[3:]], dtype=complex)
twiddle = np.exp(-2j * np.pi * np.outer([0, 1], [0, 1, 2]) / 6)
twisted = inner * twiddle
outer = twisted @ np.exp(-2j * np.pi * np.outer(i3, i3) / 3)
six = outer.T.ravel()
assert np.max(np.abs(six - direct_dft(x))) < 1e-12
print("SIX-POINT TRANSFORM, sign -1, N1=2, N2=3 (dimensionless)")
print("input x[0..5]:", x.tolist())
print("inner sums, k1=0, n2=0,1,2:", show(inner[0]))
print("inner sums, k1=1, n2=0,1,2:", show(inner[1]))
print("twiddles,   k1=1, n2=0,1,2:", show(twiddle[1]))
print("twiddled,   k1=1, n2=0,1,2:", show(twisted[1]))
print("outputs k=0,2,4 (k1=0):", show(outer[0]))
print("outputs k=1,3,5 (k1=1):", show(outer[1]))

print("COST OF ONE PRIME FACTOR r (real operations)")
for r in (2, 3, 5, 7):
    z = random_complex(r)
    small = counted(fft1, z, [r])[1]
    charged = counted(fft1, z, [r], -1, "charge")[1]
    coefficient = charged / (r * np.log2(r))
    assert r == 2 or coefficient > 5
    print(f"r={r}: T(r)={small}, U(r)={charged}, U/r={charged / r:.4f}, "
          f"U/(r log2 r)={coefficient:.4f}")
print("RADIX-2 COUNTS (real operations)")
for n in (4, 8, 1024):
    z = random_complex(n)
    charged = counted(fft1, z, prime_factors(n), -1, "charge")[1]
    skipped = counted(fft1, z, prime_factors(n))[1]
    print(f"N={n}: nominal {charged}, unit twiddles skipped {skipped}, "
          f"direct sum {8 * n * n - 2 * n}")
print(f"3D grid {cube}, N={total}: nominal {cube_charged}, skipped {cube_skipped}")
print(f"1D length {total}: nominal {line_charged}, skipped {line_skipped}")

# Plane-wave grid in an orthorhombic cell, Hartree atomic units
cell = np.array([10.0, 12.0, 15.0])
cutoff = 12.5
g_max = np.sqrt(2 * cutoff)
limits = np.floor(g_max * cell / (2 * np.pi)).astype(int)
box = np.array(list(itertools.product(*[range(-m, m + 1) for m in limits])))
inside = np.sum((2 * np.pi * box / cell) ** 2, axis=1) <= 2 * cutoff
waves = box[inside]
m_orbital = np.max(np.abs(waves), axis=0)
least = 4 * m_orbital + 1


def smooth_length(n):
    while max(prime_factors(n)) > 5:
        n += 1
    return n


grid = tuple(smooth_length(int(n)) for n in least)
binary_grid = tuple(2 ** int(n - 1).bit_length() for n in least)
coefficients = random_complex(len(waves))
coefficients /= np.linalg.norm(coefficients)


def place_on_grid(dimensions):
    data = np.zeros(dimensions, dtype=complex)
    data[tuple((waves % np.array(dimensions)).T)] = coefficients
    return data


def density_coefficients(dimensions):
    psi = fft3(place_on_grid(dimensions), sign=1)
    return fft3(np.abs(psi) ** 2 + 0j, sign=-1) / psi.size


psi, work = counted(fft3, place_on_grid(grid), 1, "skip")
charged_work = counted(fft3, place_on_grid(grid), 1, "charge")[1]
for _ in range(6):
    j = np.array([rng.integers(n) for n in grid])
    position = cell * j / np.array(grid)
    exact = np.sum(coefficients * np.exp(1j * (2 * np.pi * waves / cell) @ position))
    assert abs(psi[tuple(j)] - exact) < 1e-11

table = {tuple(g): c for g, c in zip(waves.tolist(), coefficients)}


def density_direct(q):
    return sum(np.conj(c) * table.get(tuple(a + b for a, b in zip(g, q)), 0.0)
               for g, c in table.items())


rho = density_coefficients(grid)
edges = [tuple(int(2 * m_orbital[a]) if a == b else 0 for b in range(3))
         for a in range(3)]
for q in edges + [(3, -2, 5), (0, 0, 0)]:
    assert abs(rho[tuple(np.array(q) % np.array(grid))] - density_direct(q)) < 1e-12

# One point fewer than the minimum along the first axis produces aliasing
short_grid = (int(least[0]) - 1, grid[1], grid[2])
edge = edges[0]
opposite = tuple(-q for q in edge)
aliased = density_coefficients(short_grid)[edge]
edge_exact = density_direct(edge)
assert abs(aliased - edge_exact - density_direct(opposite)) < 1e-12
assert abs(aliased - edge_exact) > 1e-7

size = int(np.prod(grid))
binary_size = int(np.prod(binary_grid))
law = sum(Fraction(size, n) * nominal_law(n) for n in grid)
assert charged_work == law
assert work == law - 6 * sum(size - size // n for n in grid)
binary_data = place_on_grid(binary_grid)
binary_charged = counted(fft3, binary_data, 1, "charge")[1]
binary_work = counted(fft3, binary_data, 1, "skip")[1]
assert binary_charged == 5 * binary_size * (binary_size.bit_length() - 1)
quoted = 5 * size * np.log2(size)
direct_work = 8 * size ** 2 - 2 * size

print("PLANE-WAVE GRID")
print("cell edges:", cell.tolist(), "bohr")
print(f"orbital cutoff: {cutoff} hartree; largest |G|: {g_max:.4f} bohr^-1")
print("plane waves in the sphere:", len(waves))
print("largest orbital index per axis:", m_orbital.tolist())
print("least points per axis for the density:", least.tolist())
print("chosen grid:", grid, "factors:", [prime_factors(n) for n in grid])
print(f"total points N: {size}; log2 N: {np.log2(size):.4f}")
print(f"convention 5 N log2 N: {quoted:.0f} real operations")
print(f"counted, unit twiddles charged: {charged_work} real operations")
print(f"counted, unit twiddles skipped: {work} real operations")
print(f"charged count / convention: {charged_work / quoted:.4f}")
print(f"skipped count / convention: {work / quoted:.4f}")
print("power-of-two grid:", binary_grid, "total points:", binary_size)
print(f"its 5 N log2 N, counted: {binary_charged} real operations")
print(f"its count, unit twiddles skipped: {binary_work} real operations")
print(f"power-of-two / chosen grid, skipped counts: {binary_work / work:.4f}")
print(f"direct sum on chosen grid: {direct_work:.4e} real operations")
print(f"direct sum / skipped count: {direct_work / work:.1f}")
print(f"aliasing test grid: {short_grid}, density index {edge}")
print(f"|density coefficient|, direct: {abs(edge_exact):.4e} (dimensionless)")
print(f"|aliasing error| on short grid: {abs(aliased - edge_exact):.4e} (dimensionless)")
print("ALL CHECKS PASSED")
```

Running it gives:

```
SIX-POINT TRANSFORM, sign -1, N1=2, N2=3 (dimensionless)
input x[0..5]: [1, 2, 0, -1, 1, 3]
inner sums, k1=0, n2=0,1,2: 0.0000+0.0000j  3.0000+0.0000j  3.0000+0.0000j
inner sums, k1=1, n2=0,1,2: 2.0000+0.0000j  1.0000+0.0000j  -3.0000+0.0000j
twiddles,   k1=1, n2=0,1,2: 1.0000+0.0000j  0.5000-0.8660j  -0.5000-0.8660j
twiddled,   k1=1, n2=0,1,2: 2.0000+0.0000j  0.5000-0.8660j  1.5000+2.5981j
outputs k=0,2,4 (k1=0): 6.0000+0.0000j  -3.0000+0.0000j  -3.0000+0.0000j
outputs k=1,3,5 (k1=1): 4.0000+1.7321j  -2.0000+0.0000j  4.0000-1.7321j
COST OF ONE PRIME FACTOR r (real operations)
r=2: T(r)=4, U(r)=10, U/r=5.0000, U/(r log2 r)=5.0000
r=3: T(r)=16, U(r)=28, U/r=9.3333, U/(r log2 r)=5.8887
r=5: T(r)=48, U(r)=72, U/r=14.4000, U/(r log2 r)=6.2017
r=7: T(r)=96, U(r)=132, U/r=18.8571, U/(r log2 r)=6.7170
RADIX-2 COUNTS (real operations)
N=4: nominal 40, unit twiddles skipped 22, direct sum 120
N=8: nominal 120, unit twiddles skipped 78, direct sum 496
N=1024: nominal 51200, unit twiddles skipped 45062, direct sum 8386560
3D grid (8, 4, 16), N=512: nominal 23040, skipped 15168
1D length 512: nominal 23040, skipped 19974
PLANE-WAVE GRID
cell edges: [10.0, 12.0, 15.0] bohr
orbital cutoff: 12.5 hartree; largest |G|: 5.0000 bohr^-1
plane waves in the sphere: 3799
largest orbital index per axis: [7, 9, 11]
least points per axis for the density: [29, 37, 45]
chosen grid: (30, 40, 45) factors: [[2, 3, 5], [2, 2, 2, 5], [3, 3, 5]]
total points N: 54000; log2 N: 15.7207
convention 5 N log2 N: 4244581 real operations
counted, unit twiddles charged: 4924800 real operations
counted, unit twiddles skipped: 3978900 real operations
charged count / convention: 1.1603
skipped count / convention: 0.9374
power-of-two grid: (32, 64, 64) total points: 131072
its 5 N log2 N, counted: 11141120 real operations
its count, unit twiddles skipped: 8830976 real operations
power-of-two / chosen grid, skipped counts: 2.2195
direct sum on chosen grid: 2.3328e+10 real operations
direct sum / skipped count: 5862.9
aliasing test grid: (28, 40, 45), density index (14, 0, 0)
|density coefficient|, direct: 2.7040e-03 (dimensionless)
|aliasing error| on short grid: 2.7040e-03 (dimensionless)
ALL CHECKS PASSED
```
